# Soler–Anglada filtering of strictly confined radial functions in a Bessel basis: a numerical check

```python
# RESULT UNDER TEST: a radial function f(r) Y_lm that is zero for r >= R can be
# filtered to momenta below qc, while staying exactly zero beyond R, by
# projecting it on the low eigenvectors of the out-of-band weight matrix W
# in the basis phi_n(r) = N_n j_l(k_n r), j_l(k_n R) = 0.
# Symbols: l angular momentum; R confinement radius (bohr); qc band limit
# (1/bohr); eps largest accepted eigenvalue of W; leakage = fraction of the
# norm above qc. Transform: f~(q) = sqrt(2/pi) int r^2 j_l(q r) f(r) dr.
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.optimize import brentq
from scipy.special import spherical_jn

l, R, qc, alpha, eps = 2, 4.0, 8.0, 3.0, 1e-4
n_main, n_large = 60, 240
q_top = 200.0
pref = np.sqrt(2 / np.pi)


def gauss(a, b, panels, nodes=20):
    """Composite Gauss-Legendre points and weights."""
    x, w = leggauss(nodes)
    edges = np.linspace(a, b, panels + 1)
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    return ((mid[:, None] + half[:, None] * x).ravel(),
            (half[:, None] * w).ravel())


def bessel_zeros(order, count):
    """Zeros of j_order, bracketed by the zeros of the order below."""
    z = np.pi * np.arange(1, count + order + 1)
    for m in range(1, order + 1):
        z = np.array([brentq(lambda x: spherical_jn(m, x), a, b,
                             xtol=1e-14, rtol=1e-15)
                      for a, b in zip(z[:-1], z[1:])])
    return z[:count]


def basis_r(r, k):
    norm = np.sqrt(2 / R**3) / np.abs(spherical_jn(l + 1, k * R))
    return norm * spherical_jn(l, np.outer(r, k))


def basis_q(q, k):
    """Closed form of the transformed basis functions."""
    sign = np.sign(-spherical_jn(l + 1, k * R))
    return (np.sqrt(4 * R / np.pi) * sign * k
            * spherical_jn(l, q * R)[:, None]
            / (q[:, None]**2 - k[None, :]**2))


k_all = bessel_zeros(l, n_large) / R
k = k_all[:n_main]
r, wr = gauss(0, R, 40)
qb, wb = gauss(0, qc, 40)
qt, wt = gauss(qc, q_top, 80)
to_band = pref * spherical_jn(l, np.outer(qb, r)) * (wr * r**2)
to_tail = pref * spherical_jn(l, np.outer(qt, r)) * (wr * r**2)
phi = basis_r(r, k)

# Basis: orthonormality and closed-form transform against quadrature
gram = phi.T @ ((wr * r**2)[:, None] * phi)
assert np.max(np.abs(gram - np.eye(n_main))) < 1e-9
assert np.max(np.abs(to_band @ phi - basis_q(qb, k))) < 1e-7


def leakage_matrices(kk):
    p = basis_q(qb, kk)
    norm_w = np.eye(len(kk)) - p.T @ ((wb * qb**2)[:, None] * p)
    kin_w = np.diag(kk**2) - p.T @ ((wb * qb**4)[:, None] * p)
    return (norm_w + norm_w.T) / 2, (kin_w + kin_w.T) / 2


W, T = leakage_matrices(k)
W_large, T_large = leakage_matrices(k_all)

# Both matrices against direct integration of the tail above qc
few = 10
tail_phi = to_tail @ phi[:, :few]
W_tail = tail_phi.T @ ((wt * qt**2)[:, None] * tail_phi)
T_tail = tail_phi.T @ ((wt * qt**4)[:, None] * tail_phi)
sk = np.sign(-spherical_jn(l + 1, k[:few] * R)) * k[:few]
T_tail += 2 * np.outer(sk, sk) / (np.pi * R * q_top)  # mean beyond q_top
err_W = np.max(np.abs(W_tail - W[:few, :few]))
err_T = np.max(np.abs(T_tail - T[:few, :few]))
assert err_W < 1e-5 and err_T < 2e-3

lam, vec = np.linalg.eigh(W)
lam_large = np.linalg.eigvalsh(W_large)
assert lam[0] > -1e-9 and lam[-1] < 1 + 1e-9

# Basis-free limit: singular values of the finite Hankel kernel
rs, ws = gauss(0, R, 1, 80)
qs, vs = gauss(0, qc, 1, 80)
kernel = (pref * (np.sqrt(ws) * rs)[:, None]
          * spherical_jn(l, np.outer(rs, qs)) * (np.sqrt(vs) * qs))
_, sing, right = np.linalg.svd(kernel)
lam_limit = 1 - sing**2
assert np.all(lam[:14] >= lam_large[:14] - 1e-9)
assert np.all(lam_large[:14] >= lam_limit[:14] - 1e-9)
count_exact = np.sum(sing**2)
count_rule = qc * R / np.pi - l / 2 - 0.25
assert abs(count_exact - count_rule) < 0.1

# Edge law for the slow basis convergence, on the most transitional state
t = int(np.argmin(np.abs(lam_limit - 0.5)))
psi_edge = pref * np.sum(spherical_jn(l, qs * R) * qs * np.sqrt(vs)
                         * right[t]) / sing[t]
k_mid = k_all[-1] + np.pi / (2 * R)
gap_rule = (1 - lam_limit[t]) * 2 * R**2 * psi_edge**2 / (np.pi * k_mid)
gap_true = lam_large[t] - lam_limit[t]
assert abs(gap_true / gap_rule - 1) < 0.10
mu, kin_vec = np.linalg.eigh(T / qc**2)
mu_large = np.linalg.eigvalsh(T_large / qc**2)
drift_norm = lam[t] / lam_large[t] - 1
drift_kin = mu[t] / mu_large[t] - 1
assert abs(drift_kin) < drift_norm / 3


def raw(x):
    return x**2 * np.exp(-alpha * x) * (1 - (x / R)**2)**2


scale = 1 / np.sqrt(np.sum(wr * r**2 * raw(r)**2))
f = scale * raw(r)
c = phi.T @ (wr * r**2 * f)


def tail_weight(g):
    return np.sum(wt * qt**2 * (to_tail @ g)**2)


def norm2(g):
    return np.sum(wr * r**2 * g**2)


leak_f = tail_weight(f)
assert abs(leak_f - c @ W @ c) < 0.01 * leak_f

print(f"angular momentum l = {l}; confinement radius R = {R:.1f} bohr")
print(f"orbital decay constant = {alpha:.1f} 1/bohr")
print(f"band limit qc = {qc:.1f} 1/bohr; energy qc^2/2 = {qc**2/2:.1f} hartree")
print(f"basis sizes: main {n_main}, large {n_large}")
print(f"largest k: main {k[-1]:.3f}, large {k_all[-1]:.3f} 1/bohr")
print(f"first three k: {k[0]:.5f} {k[1]:.5f} {k[2]:.5f} 1/bohr")
print(f"largest error of W against tail quadrature = {err_W:.1e}")
print(f"largest error of kinetic matrix = {err_T:.1e} 1/bohr^2")
print("state: leakage with main basis, large basis, basis-free limit")
for i in range(14):
    if lam_limit[i] > 1e-9:
        print(f"  {i+1:2d}: {lam[i]:.4e}  {lam_large[i]:.4e}"
              f"  {lam_limit[i]:.4e}")
print(f"sum of in-band weights = {count_exact:.4f}; rule = {count_rule:.4f}")
print(f"edge-law state = {t+1}; psi(R) = {abs(psi_edge):.5f} bohr^-1.5")
print(f"large-basis excess leakage: true {gap_true:.4e}, law {gap_rule:.4e}")
print(f"relative excess, main over large basis: norm {drift_norm:.2e}, "
      f"kinetic {drift_kin:.2e}")
print(f"leakage of unfiltered orbital = {leak_f:.4e}")
print("eps: functions kept, squared change, leakage after filtering")

coef = vec.T @ c
for limit in (1e-2, 1e-3, eps, 1e-6):
    keep = lam <= limit
    c_new = vec[:, keep] @ coef[keep]
    g_new = phi @ c_new
    change = norm2(f - g_new)
    weight = tail_weight(g_new)
    leak = weight / norm2(g_new)
    form = (c_new @ W @ c_new) / (c_new @ c_new)
    assert abs(leak - form) < 0.05 * leak + 1e-10
    assert leak <= limit
    assert change <= leak_f / limit
    assert np.sqrt(change) >= np.sqrt(leak_f) - np.sqrt(weight) - 1e-9
    print(f"  {limit:.0e}: {keep.sum():2d}  {change:.4e}  {leak:.4e}")
    if limit == eps:
        m, c_filt, g, leak_g = int(keep.sum()), c_new, g_new, leak

# Same dimension, but simply the lowest Bessel functions
plain = np.linalg.eigvalsh(W[:m, :m])[-1]
assert plain > 10 * lam[m - 1]
print(f"worst leakage of {m} functions: optimal {lam[m-1]:.4e}, "
      f"lowest Bessel {plain:.4e}")

# Kinetic variant with the same limit
keep = mu <= eps
g_kin = phi @ (kin_vec[:, keep] @ (kin_vec[:, keep].T @ c))
leak_kin = tail_weight(g_kin) / norm2(g_kin)
assert leak_kin <= eps
print(f"kinetic variant at eps {eps:.0e}: kept {keep.sum()}, squared change "
      f"{norm2(f-g_kin):.4e}, norm leakage {leak_kin:.4e}")

# Confinement: rebuild functions outside R from their momentum spectra
r_out = np.linspace(4.5, 6.0, 40)
back_b = pref * spherical_jn(l, np.outer(r_out, qb)) * (wb * qb**2)
back_t = pref * spherical_jn(l, np.outer(r_out, qt)) * (wt * qt**2)
f_band = to_band @ f
out_filter = np.max(np.abs(back_b @ (to_band @ g) + back_t @ (to_tail @ g)))
out_sharp = np.max(np.abs(back_b @ f_band))
assert out_filter < 0.05 * out_sharp
print(f"largest value rebuilt at 4.5-6 bohr: filtered {out_filter:.1e}, "
      f"sharp cut {out_sharp:.3e} bohr^-1.5")

# Sharp momentum cut: norm spilled outside R, by integration and by matrix
r_far = 60.0
ro, wo = gauss(R, r_far, 60)
f_sharp = pref * spherical_jn(l, np.outer(ro, qb)) @ (wb * qb**2 * f_band)
f_at_qc = pref * np.sum(wr * r**2 * spherical_jn(l, qc * r) * f)
spill = np.sum(wo * ro**2 * f_sharp**2) + (qc * f_at_qc)**2 / (np.pi * r_far)
c_large = basis_r(r, k_all).T @ (wr * r**2 * f)
u = c_large - W_large @ c_large
spill_matrix = c_large @ u - u @ u
assert abs(spill / spill_matrix - 1) < 0.05
recut = (u @ W_large @ u) / (u @ u)
assert leak_g < recut
print(f"sharp cut, norm outside R: integral {spill:.4e}, "
      f"matrix {spill_matrix:.4e}")
print(f"sharp cut then cut back at R: leakage {recut:.4e}")

# Grid norm of the xy orbital as it moves relative to a uniform grid
h = np.pi / qc
axis = h * np.arange(-13, 14)
sums = []
for shift in h * np.arange(8) / 8:
    x, y, z = np.meshgrid(axis - shift, axis, axis, indexing="ij")
    d = np.sqrt(x**2 + y**2 + z**2)
    inside = (d < R) & (d > 1e-9)
    d = d[inside]
    ang2 = 15 / (4 * np.pi) * (x[inside] * y[inside] / d**2)**2
    sums.append([h**3 * np.sum(ang2 * (scale * raw(d))**2),
                 h**3 * np.sum(ang2 * (basis_r(d, k) @ c_filt)**2)])
sums = np.array(sums)
spread = np.ptp(sums, axis=0) / np.mean(sums, axis=0)
assert spread[1] < spread[0] / 3
assert abs(np.mean(sums[:, 1]) / norm2(g) - 1) < 0.01
print(f"grid spacing pi/qc = {h:.4f} bohr")
print(f"relative grid-norm variation: unfiltered {spread[0]:.3e}, "
      f"filtered {spread[1]:.3e}")
print("done: every assertion held")
```

Output:

```
angular momentum l = 2; confinement radius R = 4.0 bohr
orbital decay constant = 3.0 1/bohr
band limit qc = 8.0 1/bohr; energy qc^2/2 = 32.0 hartree
basis sizes: main 60, large 240
largest k: main 47.905, large 189.280 1/bohr
first three k: 1.44086 2.27375 3.08074 1/bohr
largest error of W against tail quadrature = 4.9e-07
largest error of kinetic matrix = 4.4e-05 1/bohr^2
state: leakage with main basis, large basis, basis-free limit
   5: 6.4922e-09  6.2066e-09  5.9880e-09
   6: 1.2573e-06  1.1859e-06  1.1451e-06
   7: 1.4252e-04  1.3291e-04  1.2853e-04
   8: 8.9697e-03  8.3224e-03  8.0746e-03
   9: 2.1808e-01  2.0607e-01  2.0192e-01
  10: 8.4521e-01  8.3384e-01  8.3007e-01
  11: 9.9450e-01  9.9379e-01  9.9357e-01
  12: 9.9991e-01  9.9990e-01  9.9989e-01
  13: 1.0000e+00  1.0000e+00  1.0000e+00
  14: 1.0000e+00  1.0000e+00  1.0000e+00
sum of in-band weights = 8.9663; rule = 8.9359
edge-law state = 9; psi(R) = 0.31192 bohr^-1.5
large-basis excess leakage: true 4.1514e-03, law 4.1700e-03
relative excess, main over large basis: norm 5.83e-02, kinetic 2.45e-05
leakage of unfiltered orbital = 2.7316e-03
eps: functions kept, squared change, leakage after filtering
  1e-02:  8  3.3370e-03  1.0585e-05
  1e-03:  7  4.4817e-03  2.8490e-07
  1e-04:  6  6.4422e-03  4.3067e-09
  1e-06:  5  9.8110e-03  4.5494e-11
worst leakage of 6 functions: optimal 1.2573e-06, lowest Bessel 1.5267e-02
kinetic variant at eps 1e-04: kept 6, squared change 6.1226e-03, norm leakage 7.0563e-09
largest value rebuilt at 4.5-6 bohr: filtered 3.0e-08, sharp cut 1.786e-03 bohr^-1.5
sharp cut, norm outside R: integral 1.9846e-04, matrix 1.9871e-04
sharp cut then cut back at R: leakage 1.1077e-04
grid spacing pi/qc = 0.3927 bohr
relative grid-norm variation: unfiltered 5.954e-03, filtered 8.401e-07
done: every assertion held
```
